# Computing the germanium-silicon lens diagram from ideal liquid and solid solutions: a program that tests the result

```python
"""Lens-shaped phase diagram of ideal liquid and ideal solid solutions.

Result under test, for T between the melting points T_A < T_B:
    x_L = (1 - K_A)/(K_B - K_A),   x_S = K_B*x_L,
    K_i = exp[(H_i/R)*(1/T - 1/T_i)].
x_L, x_S : mole fraction of B in coexisting liquid and solid
H_i, T_i : molar fusion enthalpy and melting point of pure i
R        : gas constant; A = germanium, B = silicon
Heat capacities of liquid and solid are taken equal for each element.
The inputs are measured values rounded to two figures.
"""
import numpy as np
from scipy.constants import R, zero_Celsius
from scipy.optimize import brentq, minimize
from scipy.special import gammaln, xlogy

T_A, T_B = 1200.0, 1700.0      # K, rough
H_A, H_B = 37.0e3, 50.0e3      # J/mol, rough


def ratios(T, scale=1.0):
    """Solid-to-liquid ratios of mole fraction, K_A and K_B."""
    return (np.exp(scale * H_A / R * (1 / T - 1 / T_A)),
            np.exp(scale * H_B / R * (1 / T - 1 / T_B)))


def lens(T, scale=1.0):
    """Closed-form liquidus and solidus compositions."""
    K_A, K_B = ratios(T, scale)
    x_L = (1 - K_A) / (K_B - K_A)
    return x_L, K_B * x_L


def slopes(T):
    """Derived formulas for dx_L/dT and dx_S/dT."""
    K_A, K_B = ratios(T)
    x_L, x_S = lens(T)
    liquid = ((1 - x_S) * H_A + x_S * H_B) / (R * T**2 * (K_B - K_A))
    solid = ((1 - x_L) * H_A + x_L * H_B) / (
        R * T**2 * (1 / K_A - 1 / K_B))
    return liquid, solid


def gibbs(n_A, n_B, T, is_liquid, scale=1.0):
    """Gibbs energy over RT of one phase; pure solids are the zero."""
    total = n_A + n_B
    g = xlogy(n_A, n_A / total) + xlogy(n_B, n_B / total)
    if is_liquid:
        g = g + scale * n_A * (H_A - T * H_A / T_A) / (R * T)
        g = g + scale * n_B * (H_B - T * H_B / T_B) / (R * T)
    return g


def hull(T, points=2001):
    """Lower convex hull of both Gibbs curves: x and phase of vertices."""
    x = np.linspace(0, 1, points)
    g_liq = gibbs(1 - x, x, T, True)
    g_sol = gibbs(1 - x, x, T, False)
    g = np.minimum(g_liq, g_sol)
    keep = []
    for k in range(points):
        while len(keep) > 1:
            i, j = keep[-2], keep[-1]
            turn = ((x[j] - x[i]) * (g[k] - g[i])
                    - (g[j] - g[i]) * (x[k] - x[i]))
            if turn > 0:
                break
            keep.pop()
        keep.append(k)
    return x[keep], (g_liq < g_sol)[keep]


def tie_line(T):
    """Ends of the longest hull edge, with a check of the phases."""
    x, liquid = hull(T)
    k = int(np.argmax(np.diff(x)))
    assert np.all(liquid[:k + 1]) and not np.any(liquid[k + 1:])
    return x[k], x[k + 1]


def minimum(T, x0, scale=1.0):
    """Minimize total Gibbs energy over the amounts in the liquid."""
    n_A, n_B = 1 - x0, x0

    def total(v):
        a, b = v
        if not (0 < a < n_A and 0 < b < n_B):
            return 1.0e3
        return (gibbs(a, b, T, True, scale)
                + gibbs(n_A - a, n_B - b, T, False, scale))

    best = minimize(total, [0.5 * n_A, 0.4 * n_B], method="Nelder-Mead",
                    options={"xatol": 1e-9, "fatol": 1e-14,
                             "maxiter": 2000, "maxfev": 4000})
    a, b = best.x
    solid = 1 - a - b
    return b / (a + b), (n_B - b) / solid, solid


# Mixing entropy: explicit count of arrangements against its limit.
sites = 10**6
for x in (0.1, 0.36, 0.5):
    n = round(x * sites)
    count = (gammaln(sites + 1) - gammaln(n + 1)
             - gammaln(sites - n + 1)) / sites
    assert abs(count + xlogy(x, x) + xlogy(1 - x, 1 - x)) < 2e-5

# Closed form against the convex hull; tolerance is two grid spacings.
table_T = np.arange(T_A, T_B + 1, 50.0)
hull_error = 0.0
for T in table_T[1:-1]:
    x_L, x_S = lens(T)
    assert 0 < x_L < x_S < 1
    h_L, h_S = tie_line(T)
    hull_error = max(hull_error, abs(h_L - x_L), abs(h_S - x_S))
assert hull_error < 1.0e-3
assert np.all(hull(T_A - 50)[1] == False)
assert np.all(hull(T_B + 50)[1] == True)

# Slopes against finite differences, including both end points.
for T in (T_A, 1300.0, 1450.0, 1600.0, T_B):
    step = 0.01
    up, down = lens(T + step), lens(T - step)
    for k in range(2):
        numeric = (up[k] - down[k]) / (2 * step)
        assert numeric > 0
        assert abs(numeric / slopes(T)[k] - 1) < 1e-6

# Equimolar alloy: lever rule and width law against minimization.
x0, T_mid = 0.5, 1450.0
x_L, x_S = lens(T_mid)
solid_fraction = (x0 - x_L) / (x_S - x_L)
m_L, m_S, m_solid = minimum(T_mid, x0)
assert abs(m_L - x_L) < 1e-5 and abs(m_S - x_S) < 1e-5
assert abs(m_solid - solid_fraction) < 1e-4
widths = []
for scale in (1.0, 0.5):
    K_A, K_B = ratios(T_mid, scale)
    width = 1 / (1 / (K_B - 1) + 1 / (1 - K_A))
    d_L, d_S, _ = minimum(T_mid, x0, scale)
    assert abs(d_S - d_L - width) < 2e-5
    widths.append(width)
assert widths[1] < widths[0]


# Start and end of freezing from the two sum rules.
def start_rule(T):
    K_A, K_B = ratios(T)
    return (1 - x0) * K_A + x0 * K_B - 1


def end_rule(T):
    K_A, K_B = ratios(T)
    return (1 - x0) / K_A + x0 / K_B - 1


T_start = brentq(start_rule, T_A, T_B)
T_end = brentq(end_rule, T_A, T_B)
assert T_end < T_mid < T_start
assert abs(tie_line(T_start)[0] - x0) < 1e-3
assert abs(tie_line(T_end)[1] - x0) < 1e-3

print(f"gas constant R = {R:.4f} J/(mol K)")
print(f"Ge melting point (rough input) = {T_A:.0f} K")
print(f"Si melting point (rough input) = {T_B:.0f} K")
print(f"Ge fusion enthalpy (rough input) = {H_A/1e3:.0f} kJ/mol")
print(f"Si fusion enthalpy (rough input) = {H_B/1e3:.0f} kJ/mol")
print(f"Ge fusion entropy = {H_A/T_A:.2f} J/(mol K)")
print(f"Si fusion entropy = {H_B/T_B:.2f} J/(mol K)")
print("Lens: T in K, Si mole fractions x_L and x_S")
for T in table_T:
    a, b = lens(T)
    print(f"  {T:.0f}  {abs(a):.4f}  {abs(b):.4f}")
print(f"largest hull minus formula difference = {hull_error:.1e}")
for name, T in (("Ge", T_A), ("Si", T_B)):
    s_L, s_S = slopes(T)
    print(f"{name} end: liquidus slope dT/dx_L = {1/s_L:.0f} K")
    print(f"{name} end: solidus slope dT/dx_S = {1/s_S:.0f} K")
K_A, K_B = ratios(T_mid)
print(f"At {T_mid:.0f} K: K_Ge = {K_A:.4f}, K_Si = {K_B:.4f}")
print(f"  formula: x_L = {x_L:.4f}, x_S = {x_S:.4f}")
print(f"  minimization: x_L = {m_L:.4f}, x_S = {m_S:.4f}")
print(f"Overall Si mole fraction x_0 = {x0:.2f}")
print(f"  solid mole fraction at {T_mid:.0f} K = {solid_fraction:.4f}")
print(f"  same from minimization = {m_solid:.4f}")
print(f"  freezing starts at {T_start:.1f} K"
      f" = {T_start-zero_Celsius:.1f} deg C")
print(f"  first solid, Si mole fraction = {lens(T_start)[1]:.4f}")
print(f"  freezing ends at {T_end:.1f} K"
      f" = {T_end-zero_Celsius:.1f} deg C")
print(f"  last liquid, Si mole fraction = {lens(T_end)[0]:.4f}")
print(f"  freezing interval = {T_start-T_end:.1f} K")
print(f"Width x_S - x_L at {T_mid:.0f} K = {widths[0]:.4f}")
print(f"Width with both fusion enthalpies halved = {widths[1]:.4f}")
print("all tests passed")
```

It prints:

```
gas constant R = 8.3145 J/(mol K)
Ge melting point (rough input) = 1200 K
Si melting point (rough input) = 1700 K
Ge fusion enthalpy (rough input) = 37 kJ/mol
Si fusion enthalpy (rough input) = 50 kJ/mol
Ge fusion entropy = 30.83 J/(mol K)
Si fusion entropy = 29.41 J/(mol K)
Lens: T in K, Si mole fractions x_L and x_S
  1200  0.0000  0.0000
  1250  0.0508  0.1817
  1300  0.1119  0.3323
  1350  0.1836  0.4593
  1400  0.2661  0.5679
  1450  0.3599  0.6623
  1500  0.4649  0.7451
  1550  0.5815  0.8188
  1600  0.7095  0.8850
  1650  0.8490  0.9451
  1700  1.0000  1.0000
largest hull minus formula difference = 2.4e-04
Ge end: liquidus slope dT/dx_L = 1089 K
Ge end: solidus slope dT/dx_S = 249 K
Si end: liquidus slope dT/dx_L = 319 K
Si end: solidus slope dT/dx_S = 950 K
At 1450 K: K_Ge = 0.5276, K_Si = 1.8402
  formula: x_L = 0.3599, x_S = 0.6623
  minimization: x_L = 0.3599, x_S = 0.6623
Overall Si mole fraction x_0 = 0.50
  solid mole fraction at 1450 K = 0.4634
  same from minimization = 0.4634
  freezing starts at 1515.6 K = 1242.4 deg C
  first solid, Si mole fraction = 0.7690
  freezing ends at 1367.9 K = 1094.7 deg C
  last liquid, Si mole fraction = 0.2118
  freezing interval = 147.7 K
Width x_S - x_L at 1450 K = 0.3024
Width with both fusion enthalpies halved = 0.1548
all tests passed
```
